# Why scanned and steady beams of equal average flux damage differently

## Result

Two beams deliver the same average ion flux to the same point. One is steady and the other passes over the point periodically. If mobile defects disappear by a first-order process, both beams maintain the same mean defect density $\langle n\rangle$. Defects that cluster in pairs do so at a rate proportional to $n^2$, and

$$\langle n^2\rangle=\langle n\rangle^2+\mathrm{Var}\,n .$$

As long as the density is treated as smooth, the steady beam has no variance in time. The scanned beam does, and therefore makes more clusters. This holds when clustering is a weak drain on the mobile defects. When it is not weak, the scanned beam has the lower mean density and still makes more clusters.

The link to amorphization is an assumption: small immobile clusters are taken as the seeds from which disorder grows. What follows counts seeds, not the amorphous fraction.

## The model

Let $G(t)$ be the generation rate of mobile defects per volume, with period $T$ and mean $G_0$. Let $\tau$ be the lifetime against first-order loss, for example at fixed sinks that do not saturate. Clustering events occur at the rate $\kappa n^2$ per volume, and each removes two mobile defects:

$$\frac{dn}{dt}=G(t)-\frac n\tau-2\kappa n^2 .$$

This is a mean-field equation: $n$ is a smooth density, the same throughout the damaged layer. Discrete ions and diffusion out of the layer are added below. Brackets denote an average over one period in the settled periodic state.

## Contribution 1: the mean

Drop the clustering term. The average of $dn/dt$ over a period is $[n(T)-n(0)]/T=0$, so

$$0=G_0-\frac{\langle n\rangle}{\tau},\qquad \langle n\rangle=G_0\tau .$$

The waveform has dropped out. The reason is linearity: each defect lives for a mean time $\tau$ regardless of how many others are present, so bunching the arrivals does not change the total time lived.

## Contribution 2: the fluctuations

Multiply the linear equation by $n$. Since $n\,dn/dt=\tfrac12\,d(n^2)/dt$ also averages to zero,

$$\langle n^2\rangle=\tau\langle Gn\rangle .$$

The right side weights the density by the generation rate. It is large when defects are born while many others are present, as happens during a pass.

For a rectangular pass, let the beam be on for $a=dT$ and off for $b=T-a$, where $d$ is the duty. Equal average flux requires $G_{\rm on}=G_0/d$. Define $N=G_{\rm on}\tau$, $A=e^{-a/\tau}$ and $B=e^{-b/\tau}$. With density $n_0$ at the start of the pass,

$$n(t)=N-(N-n_0)e^{-t/\tau},\qquad 0\le t\le a .$$

At the end of the pass $n(a)=N(1-A)+n_0A$. It then decays by the factor $B$ and must return to $n_0$:

$$n_0=B\,[N(1-A)+n_0A]\;\Rightarrow\; n_0=N\frac{B(1-A)}{1-AB}.$$

Hence

$$N-n_0=N\frac{1-AB-B+AB}{1-AB}=N\frac{1-B}{1-AB}.$$

The average of $e^{-t/\tau}$ over the on-time is $(\tau/a)(1-A)$, so the mean density during the pass is

$$\bar n_{\rm on}=N\left[1-\frac{\tau}{a}\frac{(1-A)(1-B)}{1-AB}\right].$$

The beam is on for a fraction $d$ of the time, so $\langle Gn\rangle=d\,G_{\rm on}\bar n_{\rm on}=G_0\bar n_{\rm on}$ and $\langle n^2\rangle=\tau G_0\bar n_{\rm on}$. Dividing by $\langle n\rangle^2=G_0^2\tau^2$, and using $N/(G_0\tau)=1/d$, gives the enhancement

$$F=\frac{\langle n^2\rangle}{\langle n\rangle^2}=\frac1d\left[1-\frac{\tau}{a}\,\frac{(1-e^{-a/\tau})(1-e^{-b/\tau})}{1-e^{-T/\tau}}\right].$$

Three limits show what controls it.

- **Fast scan**, $T\ll\tau$. Loss within one period hardly bends the curve, so $n$ rises and falls along straight lines with total swing $(G_{\rm on}-G_0)a=G_0T(1-d)$. A quantity spread uniformly over a width $\Delta$ has variance $\Delta^2/12$, so $F\simeq1+(1-d)^2T^2/(12\tau^2)$. The density cannot follow the beam.
- **Slow scan**, $a,b\gg\tau$. The exponentials vanish and $F\simeq(1/d)(1-\tau/a)\to1/d$. The density follows the beam.
- **Short pulse**, $a\ll\tau$ and $a\ll T$. Each pass adds $G_0T$ at once, so just after it $n_+=G_0T/(1-q)$ with $q=e^{-T/\tau}$. The average of $n_+^2e^{-2t/\tau}$ over a period is $n_+^2(\tau/2T)(1-q^2)$. Thus $F=(T/2\tau)(1+q)/(1-q)=(T/2\tau)\coth(T/2\tau)$.

**Numbers.** The example is germanium at 400 K under 100 keV ions, with average flux $\varphi=10^{13}$ cm⁻² s⁻¹, layer width $w=60$ nm, $M=50$ mobile defects per ion and $\tau=1$ ms. The scanned beam sweeps over the point every 10 ms with $d=0.1$, hence $a=1$ ms. Then

$$G_0=\frac{\varphi M}{w}=\frac{10^{13}\times50}{6\times10^{-6}}=8.33\times10^{19}\ \text{cm}^{-3}\,\text{s}^{-1},$$

and both beams have $\langle n\rangle=G_0\tau=8.33\times10^{16}$ cm⁻³. Under the scanned beam the density swings between $6.5\times10^{13}$ and $5.27\times10^{17}$ cm⁻³. Because $b=9\tau$, the factors containing $b$ and $T$ are nearly one, and $F\simeq10\,e^{-1}\simeq3.68$. Direct time integration of the rate equation gives the same value.

At fixed duty and average flux, $F$ is 1.07 for a 1 ms period and 9.0 for 100 ms. In this model, the difference between the beams vanishes when the scan period is much shorter than the defect lifetime.

## Contribution 3: depletion by clustering

Restore the clustering term. The averaged balance is

$$G_0=\frac{\langle n\rangle}{\tau}+2\kappa\langle n^2\rangle .$$

The steady beam has a constant density $n_s$ with $G_0=n_s/\tau+2\kappa n_s^2$. Let $h(x)=x/\tau+2\kappa x^2$, which increases for $x\ge0$. Since $\langle n^2\rangle\ge\langle n\rangle^2$, we have $h(\langle n\rangle)\le G_0=h(n_s)$, and therefore $\langle n\rangle\le n_s$. Inserting this in the balance,

$$2\kappa\langle n^2\rangle=G_0-\frac{\langle n\rangle}{\tau}\ \ge\ G_0-\frac{n_s}{\tau}=2\kappa n_s^2 .$$

Within the mean-field equation, more clustering under the scanned beam thus holds for any $\kappa>0$. What fails at finite $\kappa$ is the equality of the means.

With $\kappa=10^{-16}$ cm³/s, the strength of clustering is $2\kappa G_0\tau^2=0.0167$. Relative to $G_0\tau$, the mean density is 0.984 for the steady beam and 0.944 for the scanned one. The missing parts, 1.6% and 5.6%, are the defects lost to clusters. Their ratio is 3.48, about 5.5% below $F$.

**Where the effect disappears.** Suppose first-order loss is absent and defects recombine at the rate $\kappa_r n^2$, as for interstitials and vacancies of equal density $n$. The balance becomes $G_0=(2\kappa+\kappa_r)\langle n^2\rangle$, which fixes $\langle n^2\rangle$ whatever the waveform. Time integration with purely quadratic loss gives a scanned-to-steady ratio of 1.000. The enhancement requires clustering to compete with a loss of lower order.

## Contribution 4: ions arrive one at a time

A steady beam is not smooth on the scale of a cascade. Let ions arrive independently, and let each deposit $M$ mobile defects in a Gaussian cloud of rms half-width $\sigma$ per axis. At age $t$ the cloud has decayed by $e^{-t/\tau}$ and has variance $s^2=\sigma^2+2Dt$ per axis, where $D$ is the diffusivity.

The local density is a sum over clouds, and its square is a double sum. Pairs of different clouds are independent and give the square of the smooth density, already treated. Each cloud paired with itself gives an extra term. For a normalized Gaussian $p$, $\int p^2d^3r=(4\pi s^2)^{-3/2}$. With an average of $\varphi/w$ cascades per volume and time, the extra mean square is

$$\frac{\varphi}{w}M^2\int_0^\infty e^{-2t/\tau}\,[4\pi(\sigma^2+2Dt)]^{-3/2}\,dt .$$

Divide by $\langle n\rangle^2=(\varphi M\tau/w)^2$, and set $t=\tau u$ and $L^2=D\tau$:

$$S=\frac{w}{\varphi\tau}\int_0^\infty e^{-2u}\,[4\pi(\sigma^2+2L^2u)]^{-3/2}\,du .$$

This term is linear in the arrival rate, so only the average flux enters and it is the same for both beams. To leading order in $\kappa$ the ratio of clustering rates becomes

$$\frac{F+S}{1+S}.$$

The difference $F-1$ survives, but it stands on a larger common background. (Treating each cloud as a continuous density counts $M^2$ pairs instead of $M(M-1)$, a 2% matter for $M=50$.)

For $\sigma=10$ nm and $L=20$ nm, $S=1.53$. The ratio drops from 3.68 to $(3.68+1.53)/2.53=2.06$. A Monte Carlo sum over random cascades gives relative mean squares of $2.63\pm0.08$ (steady) and $5.17\pm0.12$ (scanned), against predictions of 2.53 and 5.21.

Since $S\propto1/\varphi$, a tenfold lower flux with all else fixed gives $S=15.3$ and a ratio of only 1.16. Most clustering then occurs between defects of the same ion.

## Contribution 5: diffusion to the surface

Diffusion and an absorbing surface are linear, so averaging over a period leaves the stationary diffusion equation with source $G_0$. The mean is preserved at each depth. For a Gaussian source of equivalent width 60 nm centred 50 nm deep, the peak mean density falls to 0.69 of its value without diffusion. The ratio of depth-integrated $\langle n^2\rangle$ to depth-integrated $\langle n\rangle^2$ is 4.3 instead of 3.68. The rise follows from the spatial modes of the density. A mode of wavenumber $k$ decays at the rate $1/\tau+Dk^2$, so its lifetime $\tau_k$ is shorter than $\tau$. A harmonic of the beam at angular frequency $\omega$ contributes to the relative variance of that mode in proportion to $1/(1+\omega^2\tau_k^2)$, which grows as $\tau_k$ shrinks. Every mode therefore has a larger enhancement than $F$. Because the modes are orthogonal, the depth-integrated ratio is a weighted average of these larger values.

## Smaller contributions

*Seeds as sinks.* A dose of $10^{12}$ cm⁻² takes 0.1 s, or ten passes. The leading-order seed density $\kappa\langle n\rangle^2(1+S)\times0.1$ s is $1.8\times10^{17}$ cm⁻³ for the steady beam. With $F$ in place of 1 it is $3.6\times10^{17}$ cm⁻³ for the scanned beam. If seeds capture mobile defects with the same constant $\kappa$, those of the scanned beam add 3.6% to the first-order loss rate and those of the steady beam about half as much. This grows with dose, so the estimate is for the early stage. It also depends on the capture constant: at the diffusion-limited value $2.5\times10^{-15}$ cm³/s the same seeds would add about 90% (scanned) and 45% (steady), and the effect would not be small.

*Heating.* During a pass the beam deposits $P=1.6$ W/cm². A unit of energy per area, released at the surface of a thick solid, leaves a surface temperature rise $1/\sqrt{\pi KCt}$ after time $t$, with conductivity $K$ and heat capacity per volume $C$. Integrating over the on-time gives $2P\sqrt{a/(\pi KC)}$. Rough values for germanium, $K=0.45$ W/(cm K) and $C=1.8$ J/(cm³ K), give about 0.06 K. For an assumed activation energy of 0.5 eV this changes $\tau$ by about 0.2%.

## Weighing the contributions

| Included | Scanned/steady clustering |
|---|---|
| Smooth density, weak clustering | 3.68 |
| plus depletion | 3.48 |
| plus surface and diffusion instead | 4.3 |
| plus discrete cascades instead | 2.06 |

Each later row changes the first row by one effect. The last row treats the cascades as spread through an unbounded uniform medium. In the finite layer with diffusion and an absorbing surface, the cascade term, taken as a ratio of depth integrals, is about 3.5 instead of 1.53. Together with the 4.3 of the third row this gives a combined ratio of about 1.7, still without depletion. Among the effects in the table, discreteness of the ions is the largest correction. The table leaves out interstitial–vacancy recombination acting alongside the first-order loss. Adding a term $-\kappa_r n^2$ to the smooth equation lowers the ratio from 3.48 to about 2.4 for $\kappa_r=2.5\times10^{-15}$ cm³/s and to about 2.1 for twice that value, the diffusion-limited range for these parameters. Recombination can therefore matter as much as discreteness. Neither $F$ nor $S$ contains $\kappa$ or $M$, so the leading-order ratio does not depend on these two poorly known inputs, provided every ion yields the same $M$. If the yield varies from ion to ion, $S$ is multiplied by $\langle M^2\rangle/\langle M\rangle^2$ and the ratio falls further.

## A different comparison: fixed flux during the pass

Now hold $G_{\rm on}$ and $a$ fixed and lengthen the pauses. The average flux falls. In the smooth model the clustering per generated defect is $\kappa\langle n^2\rangle/G_0=\kappa\tau\bar n_{\rm on}$. Relative to an uninterrupted beam of the same on-flux it is $\bar n_{\rm on}/N=dF$. For $a=1$ ms and periods of 2, 4 and 10 ms this is 0.54, 0.39 and 0.37. Pauses reduce the clustering per ion because each pass meets fewer survivors of the last. At equal average flux the scanned beam causes more clustering because its on-flux is raised to compensate for the pauses.

## Beside real implantation

The germanium parameters are round, rough values. The average current density, 1.6 µA/cm², is near that of a 1 mA beam spread over a 300 mm wafer. A spot beam scanned along two axes has a smaller duty and also a second, longer period, which is not treated here. A wafer moved mechanically through a ribbon beam is usually passed much more slowly than every 10 ms; if the on-time is then far longer than $\tau$, the linear enhancement $F$ approaches $1/d$. The clustering ratio reaches this only while $2\kappa G_0\tau^2/d\ll1$, because the high on-flux makes depletion strong. With the $\kappa$ and average flux used here and $a=100\tau$, the smooth-density ratio is 7.8 for $d=0.1$ and 29 for $d=0.01$. The chosen $\kappa$ is 4% of the diffusion-limited value $4\pi RD=2.5\times10^{-15}$ cm³/s for a capture radius $R=0.5$ nm, so it presumes that most encounters do not lead to a cluster. If the reduction is written as a Boltzmann factor $e^{-E/k_BT}$, it corresponds to a barrier $E$ of about 0.11 eV. Heavy ions strain the assumption that all seeds form from mobile defects, since dense cascades also leave disorder directly. If direct damage equalled the steady beam's clustering damage, the ratio 2.06 would fall to $(2.06+1)/2=1.53$. The numerical output below lists the main computed values.

## Computed results

```
ion energy: 100 keV
temperature: 400 K
average flux: 1e+13 cm^-2 s^-1
average current density: 1.6 uA/cm2
flux during a pass: 1e+14 cm^-2 s^-1
lifetime tau: 1 ms
time between passes: 10 ms
duty: 0.1
on-time: 1 ms
layer width: 60 nm
diffusion length: 20 nm
cascade rms half-width: 10 nm
mobile defects per ion: 50
clustering constant kappa: 1e-16 cm3/s
mean generation rate: 8.33e+19 cm^-3 s^-1
mean mobile density, both beams: 8.33e+16 cm^-3
highest density, scanned: 5.27e+17 cm^-3
lowest density, scanned: 6.5e+13 cm^-3
F, formula: 3.6793
F, time integration: 3.6793
F at duty 0.1, period 0.1 ms: 1.0007
F at duty 0.1, period 1 ms: 1.0662
F at duty 0.1, period 10 ms: 3.6793
F at duty 0.1, period 100 ms: 9.0000
fixed on-flux, on 1 ms, period 2 ms: rel. damage per ion: 0.538
fixed on-flux, on 1 ms, period 4 ms: rel. damage per ion: 0.388
fixed on-flux, on 1 ms, period 10 ms: rel. damage per ion: 0.368
only quadratic loss: scanned/steady clustering: 1.000
clustering strength 2*kappa*n*tau: 0.0167
with depletion: steady mean / linear mean: 0.9839
with depletion: scanned mean / linear mean: 0.9439
with depletion: scanned/steady clustering: 3.478
cascade term S: 1.530
Monte Carlo mean square, steady: 2.63
  its standard error: 0.08
Monte Carlo mean square, scanned: 5.17
  its standard error: 0.12
scanned/steady clustering with cascades: 2.059
F with diffusion and surface sink: 4.315
peak mean density with diffusion / without: 0.693
diffusivity: 4e-09 cm2/s
capture radius: 0.5 nm
diffusion-limited kappa: 2.51e-15 cm3/s
reaction efficiency: 0.0398
equivalent reaction barrier: 0.111 eV
dose for seed count: 1e+12 cm^-2
seeds, steady beam: 1.76e+17 cm^-3
seeds, scanned beam: 3.62e+17 cm^-3
seed sink rate times tau: 0.0362
power density during a pass: 1.6 W/cm2
surface temperature rise in a pass: 0.0644 K
assumed activation energy of lifetime: 0.5 eV
relative lifetime change by heating: 0.00234
```
